**Friedel sum rule and low-velocity stopping for a screened ion**

The program tests $Z=(2/\pi)\sum_l(2l+1)\delta_l(k_F)$, where $Z$ is the ion's charge, $k_F$ the Fermi wavenumber of the electron gas and $\delta_l$ the absolute phase shifts. For the potential $-Z e^{-\alpha r}/r$ it finds the $\alpha$ that satisfies the rule for $Z=1$ and $Z=2$ at $r_s=2$ bohr. For $Z=2$ it asserts that phase shifts from a first-order phase equation agree with diagonalized box levels, and that level counts averaged over the wall radius agree with $\delta_l/\pi$. It also asserts that the s-wave charge near the ion, found by integrating wavefunctions, equals $\delta_0/\pi$ once the Friedel ripple is added. Further assertions cover the Thomas-Fermi limit of a weak ion, the transport cross section by angular integration, and the drag from a displaced Fermi sphere. The output gives $\alpha=1.2545$ and $1.3438$ bohr$^{-1}$, with stopping coefficients 0.2025 and 0.4303 atomic units. Keeping the Thomas-Fermi $\alpha$ breaks the sum rule and raises these coefficients by about 15% and 14%.

## Verification by program

```python
# Friedel sum rule for an ion of charge Z in a uniform electron gas:
#     Z = (2/pi) * sum_l (2l+1) * delta_l(kF)
# delta_l : absolute phase shift (continuous in k, zero at infinite k)
# kF      : Fermi wavenumber;  Hartree atomic units throughout
# Model potential: V(r) = -Z exp(-alpha r)/r.  The sum rule fixes alpha.
# Phase shifts come from a first-order phase equation.  They are tested
# against box levels, level counts and integrated wavefunctions.
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

LMAX = 20
ELL = np.arange(LMAX + 1)


def phase_shifts(k, Z, alpha):
    """Absolute phase shifts, shape (LMAX+1, number of k values)."""
    k = np.atleast_1d(np.asarray(k, dtype=float))
    steps = 1260
    t = np.linspace(np.log(1e-4), np.log(30.0), 2 * steps + 1)
    dt = t[2] - t[0]
    r = np.exp(t)
    x = r[:, None, None] * k[None, None, :]
    orders = ELL[None, :, None]
    regular = x * spherical_jn(orders, x)
    irregular = x * spherical_yn(orders, x)
    strength = 2 * Z * np.exp(-alpha * r)[:, None] / k[None, :]

    def slope(i, d):
        wave = np.cos(d) * regular[i] - np.sin(d) * irregular[i]
        return strength[i] * wave**2

    delta = np.zeros((LMAX + 1, k.size))
    for i in range(0, 2 * steps, 2):
        s1 = slope(i, delta)
        s2 = slope(i + 1, delta + 0.5 * dt * s1)
        s3 = slope(i + 1, delta + 0.5 * dt * s2)
        s4 = slope(i + 2, delta + dt * s3)
        delta = delta + dt * (s1 + 2 * s2 + 2 * s3 + s4) / 6
    return delta


def friedel_sum(delta):
    return 2 / np.pi * np.sum((2 * ELL + 1) * delta)


def transport_cross_section(k, delta):
    """Momentum-transfer cross section for each k (columns of delta)."""
    padded = np.vstack([delta, np.zeros((1, delta.shape[1]))])
    terms = (ELL + 1)[:, None] * np.sin(padded[:-1] - padded[1:])**2
    return 4 * np.pi / k**2 * terms.sum(axis=0)


def screening_parameter(Z, kF):
    def excess(a):
        return friedel_sum(phase_shifts(kF, Z, a)[:, 0]) - Z
    return brentq(excess, 0.4, 8.0, xtol=1e-9)


def box_levels(Z, alpha, l, R, number, h=0.01):
    """Lowest levels in a hard-walled sphere, by diagonalization."""
    r = h * np.arange(1, int(round(R / h)))
    diag = 1 / h**2 + l * (l + 1) / (2 * r**2) - Z * np.exp(-alpha * r) / r
    off = np.full(r.size - 1, -0.5 / h**2)
    return eigh_tridiagonal(diag, off, eigvals_only=True, select='i',
                            select_range=(0, number - 1))


def counts_below_fermi(Z, alpha, kF, ls, h, size):
    """Levels below the Fermi energy for every wall radius on the grid.
    Negative pivots of the matrix H - E count its eigenvalues below E."""
    r = h * np.arange(1, size + 1)[:, None]
    a = (1 / h**2 + ls * (ls + 1) / (2 * r**2)
         - Z * np.exp(-alpha * r) / r - kF**2 / 2)
    b2 = 0.25 / h**4
    pivots = np.empty_like(a)
    pivots[0] = a[0]
    for i in range(1, size):
        pivots[i] = a[i] - b2 / pivots[i - 1]
    return np.cumsum(pivots < 0, axis=0)


def s_wave_charge(Z, alpha, kF, R, h=0.005):
    """Displaced continuum s charge per spin inside R, and its ripple."""
    x, w = np.polynomial.legendre.leggauss(64)
    k, w = kF * (x + 1) / 2, w * kF / 2
    n = int(round(R / h))
    before, now = np.zeros_like(k), np.full_like(k, h)
    total = np.zeros_like(k)
    for i in range(1, n + 1):
        total += now**2 * (1.0 if i < n else 0.5)
        r = i * h
        factor = h**2 * (-2 * Z * np.exp(-alpha * r) / r - k**2)
        after = 2 * now - before + factor * now
        if i < n:
            before, now = now, after
    derivative = (after - before) / (2 * h)
    amplitude2 = now**2 + (derivative / k)**2
    with_ion = h * total / amplitude2
    free = R / 2 - np.sin(2 * k * R) / (4 * k)
    theta = np.arctan2(k * now, derivative)
    ripple = np.sum(w * (np.sin(2 * theta) - np.sin(2 * k * R)) / k)
    return 2 / np.pi * np.sum(w * (with_ion - free)), ripple / (2 * np.pi)


# ---------------- electron gas and the two ions ----------------
rs = 2.0
kF = (9 * np.pi / 4)**(1 / 3) / rs
n0 = kF**3 / (3 * np.pi**2)
alpha_tf = np.sqrt(4 * kF / np.pi)
speed = 0.2
to_ev_per_angstrom = (constants.value('Hartree energy in eV')
                      / (constants.value('Bohr radius') * 1e10))
print(f"density parameter r_s = {rs:.1f} bohr")
print(f"Fermi wavenumber kF = {kF:.4f} 1/bohr")
print(f"electron density n0 = {n0:.5f} 1/bohr^3")
print(f"Thomas-Fermi alpha = {alpha_tf:.4f} 1/bohr")

ions = {}
for Z in (1, 2):
    alpha = screening_parameter(Z, kF)
    delta = phase_shifts(kF, Z, alpha)
    d = delta[:, 0]
    assert (2 * LMAX + 1) * abs(d[-1]) < 1e-6
    Q = n0 * kF * transport_cross_section(kF, delta)[0]
    s_levels = box_levels(Z, alpha, 0, 40.0, 3)
    bound = int(np.sum(s_levels < 0))
    ions[Z] = (alpha, delta, Q, bound)
    delta_tf = phase_shifts(kF, Z, alpha_tf)
    Q_tf = n0 * kF * transport_cross_section(kF, delta_tf)[0]
    shares = 2 / np.pi * (2 * ELL + 1) * d
    print(f"Z={Z}: alpha from sum rule = {alpha:.4f} 1/bohr")
    print(f"Z={Z}: delta_0..delta_4 = "
          + ", ".join(f"{v:.4f}" for v in d[:5]) + " rad")
    print(f"Z={Z}: charge in l=0..4 = "
          + ", ".join(f"{v:.4f}" for v in shares[:5]) + " electrons")
    print(f"Z={Z}: Friedel sum = {friedel_sum(d):.5f} electrons")
    print(f"Z={Z}: bound s levels (without spin) = {bound}")
    print(f"Z={Z}: lowest s level, 40 bohr box = {s_levels[0]:.4f} hartree")
    print(f"Z={Z}: stopping coefficient Q = {Q:.4f} a.u.")
    print(f"Z={Z}: stopping at v={speed} a.u. = {Q*speed:.4f} hartree/bohr"
          f" = {Q*speed*to_ev_per_angstrom:.3f} eV/angstrom")
    print(f"Z={Z}: Friedel sum at Thomas-Fermi alpha = "
          f"{friedel_sum(delta_tf[:, 0]):.4f} electrons")
    print(f"Z={Z}: Q at Thomas-Fermi alpha = {Q_tf:.4f} a.u.")

# ---------------- weak ion: Thomas-Fermi limit ----------------
weak_Z = 0.01
alpha_weak = screening_parameter(weak_Z, kF)
assert abs(alpha_weak / alpha_tf - 1) < 0.01
print(f"weak ion Z={weak_Z}: alpha = {alpha_weak:.4f} 1/bohr")

# ---------------- box levels carry the absolute phase ----------------
Z = 2
alpha, delta, Q, bound = ions[Z]
R_box = 40.0
worst = 0.0
for l in range(3):
    energies = box_levels(Z, alpha, l, R_box, 14)
    ordinal = np.arange(1, 15)
    keep = energies > 0.5 * 0.4**2
    k = np.sqrt(2 * energies[keep])
    x = k * R_box
    free_phase = np.arctan2(spherical_jn(l, x), -spherical_yn(l, x))
    turns = np.round((x - l * np.pi / 2 - free_phase) / (2 * np.pi))
    free_phase += 2 * np.pi * turns
    from_levels = ordinal[keep] * np.pi - free_phase
    from_equation = phase_shifts(k, Z, alpha)[l]
    worst = max(worst, np.max(np.abs(from_levels - from_equation)))
    if l == 0:
        j = int(np.argmin(np.abs(k - kF)))
        print(f"Z=2 box R={R_box:.0f} bohr: s level number "
              f"{ordinal[keep][j]}, k = {k[j]:.4f} 1/bohr")
        print(f"  phase from level = {from_levels[j]:.4f} rad, "
              f"from phase equation = {from_equation[j]:.4f} rad")
assert worst < 3e-3
print(f"largest phase mismatch, l=0..2 = {worst:.1e} rad")

# ---------------- counting states, averaged over the radius ----------------
ls = np.arange(5)
h, first_R, periods = 0.005, 30.0, 20
last_R = first_R + periods * np.pi / kF
size = int(last_R / h) + 2
extra = (counts_below_fermi(Z, alpha, kF, ls, h, size)
         - counts_below_fermi(0, alpha, kF, ls, h, size))
wall = h * np.arange(2, size + 2)
extra = extra[(wall >= first_R) & (wall < last_R)]
mean_extra = extra.mean(axis=0)
expected = delta[:5, 0] / np.pi
assert np.max(np.abs(mean_extra - expected)) < 4e-3
assert np.all(extra >= np.floor(expected))
assert np.all(extra <= np.floor(expected) + 1)
weights = 2 * (2 * ls + 1)
total_extra = extra @ weights
assert abs(total_extra.mean() - expected @ weights) < 0.05
print(f"Z=2 wall radii averaged: {first_R:.1f} to {last_R:.1f} bohr")
print("mean extra levels, l=0..4 = "
      + ", ".join(f"{v:.4f}" for v in mean_extra))
print("delta_l/pi, l=0..4 = " + ", ".join(f"{v:.4f}" for v in expected))
print(f"extra states with spin, l<=4: mean = {total_extra.mean():.3f}, "
      f"phase sum = {expected @ weights:.3f}")
print(f"extra states in single spheres: from {total_extra.min()} "
      f"to {total_extra.max()}")

# ---------------- the charge is near the ion ----------------
d0 = delta[0, 0]
for R in (20.0, 40.0):
    continuum, ripple = s_wave_charge(Z, alpha, kF, R)
    inside = bound + continuum
    leading = (np.sin(d0) * np.sin(2 * kF * R + d0)
               / (2 * np.pi * kF * R))
    assert abs(inside + ripple - d0 / np.pi) < 2e-3
    assert abs(ripple - leading) < 1 / R**2
    print(f"Z=2 s charge per spin within {R:.0f} bohr = {inside:.4f} "
          f"(continuum part {continuum:.4f})")
    print(f"  ripple = {ripple:.5f}, leading form = {leading:.5f}, "
          f"charge + ripple = {inside + ripple:.4f}")

# ---------------- cross section and drag ----------------
mu, w_mu = np.polynomial.legendre.leggauss(64)
partial = (2 * ELL + 1) * np.exp(1j * delta[:, 0]) * np.sin(delta[:, 0])
amplitude = np.polynomial.legendre.legval(mu, partial) / kF
sigma_angle = 2 * np.pi * np.sum(w_mu * (1 - mu) * np.abs(amplitude)**2)
sigma = transport_cross_section(kF, delta)[0]
assert abs(sigma_angle / sigma - 1) < 1e-9
print(f"Z=2 transport cross section = {sigma:.4f} bohr^2")

# Drag on the ion from a Fermi sphere displaced by -v in the ion frame.
v = 0.02
mu, w_mu = np.polynomial.legendre.leggauss(8)
x, w = np.polynomial.legendre.leggauss(3)
edge = -v * mu + np.sqrt(kF**2 - v**2 * (1 - mu**2))
half = (edge - kF) / 2
k = kF + half[:, None] * (x[None, :] + 1)
sigma_k = transport_cross_section(
    k.ravel(), phase_shifts(k.ravel(), Z, alpha)).reshape(k.shape)
radial = half * np.sum(w * k**4 * sigma_k, axis=1)
drag = -np.sum(w_mu * mu * radial) / (2 * np.pi**2)
assert abs(drag / (v * Q) - 1) < 5e-3
print(f"Z=2 drag/v from displaced sphere, v={v} a.u. = {drag/v:.4f} a.u.")

print("all tests passed")
```

Printed output:

```
density parameter r_s = 2.0 bohr
Fermi wavenumber kF = 0.9596 1/bohr
electron density n0 = 0.02984 1/bohr^3
Thomas-Fermi alpha = 1.1053 1/bohr
Z=1: alpha from sum rule = 1.2545 1/bohr
Z=1: delta_0..delta_4 = 0.9186, 0.1414, 0.0302, 0.0074, 0.0019 rad
Z=1: charge in l=0..4 = 0.5848, 0.2701, 0.0961, 0.0329, 0.0109 electrons
Z=1: Friedel sum = 1.00000 electrons
Z=1: bound s levels (without spin) = 0
Z=1: lowest s level, 40 bohr box = 0.0017 hartree
Z=1: stopping coefficient Q = 0.2025 a.u.
Z=1: stopping at v=0.2 a.u. = 0.0405 hartree/bohr = 2.082 eV/angstrom
Z=1: Friedel sum at Thomas-Fermi alpha = 1.2534 electrons
Z=1: Q at Thomas-Fermi alpha = 0.2337 a.u.
Z=2: alpha from sum rule = 1.3438 1/bohr
Z=2: delta_0..delta_4 = 1.9438, 0.2805, 0.0494, 0.0109, 0.0026 rad
Z=2: charge in l=0..4 = 1.2375, 0.5358, 0.1572, 0.0485, 0.0148 electrons
Z=2: Friedel sum = 2.00000 electrons
Z=2: bound s levels (without spin) = 1
Z=2: lowest s level, 40 bohr box = -0.3228 hartree
Z=2: stopping coefficient Q = 0.4303 a.u.
Z=2: stopping at v=0.2 a.u. = 0.0861 hartree/bohr = 4.426 eV/angstrom
Z=2: Friedel sum at Thomas-Fermi alpha = 2.7354 electrons
Z=2: Q at Thomas-Fermi alpha = 0.4909 a.u.
weak ion Z=0.01: alpha = 1.1066 1/bohr
Z=2 box R=40 bohr: s level number 13, k = 0.9727 1/bohr
  phase from level = 1.9335 rad, from phase equation = 1.9335 rad
largest phase mismatch, l=0..2 = 2.4e-04 rad
Z=2 wall radii averaged: 30.0 to 95.5 bohr
mean extra levels, l=0..4 = 0.6187, 0.0891, 0.0155, 0.0034, 0.0008
delta_l/pi, l=0..4 = 0.6187, 0.0893, 0.0157, 0.0035, 0.0008
extra states with spin, l<=4: mean = 1.989, phase sum = 1.994
extra states in single spheres: from 0 to 22
Z=2 s charge per spin within 20 bohr = 0.6147 (continuum part -0.3853)
  ripple = 0.00400, leading form = 0.00380, charge + ripple = 0.6187
Z=2 s charge per spin within 40 bohr = 0.6194 (continuum part -0.3806)
  ripple = -0.00063, leading form = -0.00065, charge + ripple = 0.6187
Z=2 transport cross section = 15.0280 bohr^2
Z=2 drag/v from displaced sphere, v=0.02 a.u. = 0.4303 a.u.
all tests passed
```
